\section*{Charged-Cell Energies and the Average-Potential Convention}

\section{A charged vacancy and an undefined potential}

Remove an anion from an ionic crystal so that a vacancy of charge $+1$ remains, and place the released electron in a reservoir at the valence-band edge. The energy cost compares a charged object with an electron level, so both must refer to the same zero of potential. In a periodic calculation that zero is not given. The repeated charge is neutralised by a uniform background, and Poisson's equation then fixes the potential only up to a constant.

Hartree atomic units are used. A cell of volume $\Omega$ contains ionic charge $Z=\sum_a Z_a$, $N$ electrons, net charge $q=Z-N$ and a background of density $-q/\Omega$. The electrostatic potential $\phi$ acts on positive unit charge; an electron has potential energy $-\phi$. Let $c$ be an upward change of the mean of $\phi$, applied to ions and electrons but not to the background. The claim is
\begin{equation}
E\to E+qc,\qquad \varepsilon_i\to\varepsilon_i-c .
\label{claim}
\end{equation}
If the background felt $c$ too, its energy $-qc$ would cancel the first shift. The convention therefore concerns how the background is treated.

The formation energy of a defect is
\begin{equation}
E_f=E_d-E_h-\sum_i n_i\mu_i+q(\varepsilon_V+E_F),
\label{formation}
\end{equation}
where $d$ and $h$ denote the defect and host cells, $n_i$ atoms of species $i$ are added, $\varepsilon_V$ is the host band edge and $E_F$ is measured from it. The host and the systems defining $\mu_i$ are neutral. With constants $c_d$ and $c_h$ in the two cells, \eqref{claim} gives
\begin{equation}
\Delta E_f=q(c_d-c_h).
\label{residual}
\end{equation}
Invariance requires the same constant in both cells. The same recipe is not enough if it produces different constants.

\section{First derivation: electrostatic bookkeeping}

\subsection{A fixed constant}

The constant adds $Zc$ to the ionic energy and $-c\int n\,d^3r=-Nc$ to the electronic energy, $qc$ in total. There is no factor $1/2$, because $c$ is an external number and not a potential generated by the charge it acts on. At fixed $N$ the addition is the same for every density, so the orbitals do not change. Its functional derivative with respect to $n$ is $-c$, which lowers every level by $c$. It remains to identify $c$ for the conventions in use.

\subsection{The alpha-Z term}

Write a local pseudopotential as $v_a(r)=-Z_a/r+u_a(r)$, with $u_a$ of short range, and define
\begin{equation}
\alpha_a=\int\left(v_a+\frac{Z_a}{r}\right)d^3r,\qquad
\bar\alpha=\frac1\Omega\sum_a\alpha_a .
\end{equation}
The background removes the divergent $\mathbf G=0$ Coulomb terms. The mean of the short-range part, $\bar\alpha$, is finite and remains. Let $E_{\rm reg}$ hold the kinetic and exchange-correlation energies, the $\mathbf G\neq0$ electrostatic terms and the Ewald energy. If the $N$ electrons feel $\bar\alpha$ and the background does not,
\begin{equation}
E_{\rm el}=E_{\rm reg}+N\bar\alpha ,
\end{equation}
and the levels contain $\bar\alpha$. Alternatively, the background can be regarded as $q$ electrons spread uniformly, which also feel the pseudopotential. This adds $(q/\Omega)\sum_a\alpha_a=q\bar\alpha$:
\begin{equation}
E_{\rm ion}=E_{\rm reg}+(N+q)\bar\alpha=E_{\rm reg}+Z\bar\alpha .
\end{equation}
The last term no longer depends on $N$, so $\bar\alpha$ is absent from the levels. Thus $E_{\rm ion}-E_{\rm el}=q\bar\alpha$ while the levels fall by $\bar\alpha$, which is \eqref{claim} with $c=\bar\alpha$.

\subsection{Smeared ions}

Now represent each ion by a Gaussian charge of standard deviation $s$, and set the mean potential of the smooth total charge to zero. The remainder of the pseudopotential,
\begin{equation}
v_a+\frac{Z_a}{r}\,{\rm erf}\frac{r}{\sqrt2 s}
=u_a-\frac{Z_a}{r}\,{\rm erfc}\frac{r}{\sqrt2 s},
\end{equation}
is kept with its mean. Substituting $x=r/(\sqrt2 s)$ and using $\int_0^\infty x\,{\rm erfc}\,x\,dx=1/4$,
\begin{equation}
\int\frac{1}{r}\,{\rm erfc}\frac{r}{\sqrt2s}\,d^3r
=4\pi(2s^2)\frac14=2\pi s^2 .
\end{equation}
The $\mathbf G=0$ electron-ion energy is therefore $N\bar\alpha-2\pi s^2NZ/\Omega$. For $\mathbf G\ne0$ the Gaussian potential and its subtraction from $v_a$ cancel, so those terms are unchanged.

For the ions, split $1/r$ into ${\rm erfc}(\eta r)/r$ and ${\rm erf}(\eta r)/r$ with $\eta=1/(2s)$. The second part is the interaction of two Gaussians of width $s$. The Ewald energy sums it over $\mathbf G\ne0$, removes its self-energy, adds the first part in real space and subtracts the mean of that part:
\begin{equation}
\frac{Z^2}{2\Omega}\int\frac{{\rm erfc}(\eta r)}{r}\,d^3r
=\frac{\pi Z^2}{2\Omega\eta^2}=\frac{2\pi s^2Z^2}{\Omega}.
\end{equation}
The smeared-ion energy contains the same sums, self-energy and real-space overlap correction, but not this subtraction. It is larger than the Ewald energy by $2\pi s^2Z^2/\Omega$. Adding both changes,
\begin{equation}
E_s-E_{\rm el}=\frac{2\pi s^2}{\Omega}(Z^2-NZ)
=q\bar\beta,\qquad \bar\beta=\frac{2\pi s^2Z}{\Omega}.
\label{smear}
\end{equation}
The levels change by $-\bar\beta$, the derivative of $-N\bar\beta$. The energy of a neutral cell does not depend on $s$, although its levels do; in a charged cell both depend on $s$.

\subsection{The PAW form}

In the projector augmented-wave (PAW) method the charge $\rho$ of nuclei and electrons is replaced by a smooth $\tilde\rho$ of equal total charge $q$. The difference $\Delta=\rho-\tilde\rho$ lies in non-overlapping atomic spheres and has no multipoles outside them, so its potential $\phi_\Delta$ vanishes there. Nuclei are treated as narrow charge distributions whose fixed self-energies are removed at the end. Since $\nabla^2r^2=6$, with $r$ measured from each sphere's centre, and surface terms vanish,
\begin{equation}
M\equiv\int\phi_\Delta\,d^3r
=\frac16\int r^2\nabla^2\phi_\Delta\,d^3r
=-\frac{2\pi}{3}\int r^2\Delta\,d^3r ,
\end{equation}
with a sum over spheres understood.

Let $\tilde\phi$ be the zero-mean potential of $\tilde\rho$ and its background. The zero-mean potential of the true charge is $\phi=\tilde\phi+\phi_\Delta-M/\Omega$. Its energy is
\begin{align}
E_0=\tfrac12\int\rho\phi
={}&\tfrac12\int\tilde\rho\tilde\phi+\tfrac12\int\tilde\rho\phi_\Delta
+\tfrac12\int\Delta\tilde\phi\nonumber\\
&+\tfrac12\int\Delta\phi_\Delta-\frac{qM}{2\Omega}.
\end{align}
The background contributes nothing here because $\phi$ has zero mean. For the third term use $\Delta=-\nabla^2\phi_\Delta/4\pi$, integrate by parts twice, and insert $\nabla^2\tilde\phi=-4\pi(\tilde\rho-q/\Omega)$:
\begin{equation}
\int\Delta\tilde\phi
=\int\phi_\Delta\left(\tilde\rho-\frac q\Omega\right)
=\int\tilde\rho\phi_\Delta-\frac{qM}{\Omega}.
\end{equation}
Half of this correction joins the $-qM/(2\Omega)$ already present:
\begin{equation}
E_0=\tfrac12\int\tilde\rho\tilde\phi
+\left[\int\tilde\rho\phi_\Delta+\tfrac12\int\Delta\phi_\Delta\right]
-\frac{qM}{\Omega}.
\end{equation}
The bracket is the on-site correction: in each sphere it is the Coulomb energy of $\tilde\rho+\Delta$ minus that of $\tilde\rho$. The first two terms form the PAW electrostatic energy, so
\begin{equation}
E_{\rm PAW}=E_0+q\frac M\Omega .
\label{paw}
\end{equation}
The PAW potential $\tilde\phi+\phi_\Delta$ has mean $M/\Omega$, so the energy shift is again $q$ times the change of mean potential.

\subsection{When the constant depends on the density}

The electrons in the spheres contribute to $M$, so \eqref{paw} holds for a given density, but $M/\Omega$ is not a fixed number during self-consistency. For a general convention functional $K[n]$ let
\begin{equation}
E'[n]=E[n]+(Z-N)K[n].
\end{equation}
Differentiating the product changes the one-electron Hamiltonian to
\begin{equation}
h'=h+q\frac{\delta K}{\delta n}-K .
\label{operator}
\end{equation}
For the neutral host the middle term vanishes and the levels shift rigidly by $-K$. In a charged cell it can deform the orbitals. If $n_0$ minimises $E$ at fixed $N$, then $n_0$ is a trial density for $E'$, and
\begin{equation}
E'_{\min}=E[n_0]+qK[n_0]+R,\qquad R\le0 .
\end{equation}
Since $E$ is stationary at $n_0$, a density response linear in the small perturbation $q\,\delta K/\delta n$ makes $R$ second order. The energy rule in \eqref{claim} then holds to leading order for relaxed densities. In a charged cell the levels also shift at first order through $q\,\delta K/\delta n$ and the density response it causes, so the level rule need not hold even to that order.

\subsection{Insertion in the formation energy}

In \eqref{formation} the defect energy changes by $qc_d$ and the band-edge term by $-qc_h$. The neutral energies do not change, which proves \eqref{residual}. With one number $c$ in both cells the shifts cancel. For alpha-Z counting by cell, however, removing one atom gives
\begin{equation}
c_d-c_h=-\frac{\alpha_{\rm removed}}{\Omega}.
\label{removed}
\end{equation}
The remaining difference vanishes as $1/\Omega$. In PAW the difference $c_d-c_h$ is $(M_d-M_h)/\Omega$ to leading order, and it vanishes similarly if $M_d-M_h$ stays bounded as the cell grows.

Potential alignment removes the difference at finite size. Let $\Delta v=v_d-v_h$ be the difference of electron potential energies at a point far from the defect, and add $q\Delta v$ to $E_f$. For fixed constants $\Delta v$ changes by $-c_d+c_h$, so
\begin{equation}
\Delta E_f^{\rm aligned}
=q(c_d-c_h)+q(-c_d+c_h)=0 .
\end{equation}
This cancels the constants. It is not a correction for the interaction between periodic images: in a finite cell $\Delta v$ also contains the long-range potential of the charged defect and its images, so the two corrections must be defined together.

\section{Second derivation: charging a neutral cell}

The same result follows without separating the Coulomb energy into parts. Let the energy be a differentiable functional of occupations $f_i$ and normalised orbitals,
\begin{equation}
E=\sum_i f_i\langle\psi_i|T|\psi_i\rangle+F[n],\qquad
n=\sum_i f_i|\psi_i|^2 .
\end{equation}
Let the orbitals be self-consistent eigenstates of $T+\delta F/\delta n$ with eigenvalues $\varepsilon_i$. When $f_i$ changes, the orbitals respond, but their contribution is $\sum_j f_j\varepsilon_j\,\delta\langle\psi_j|\psi_j\rangle=0$. The explicit dependence remains:
\begin{equation}
\frac{\partial E}{\partial f_i}
=\left\langle\psi_i\left|T+\frac{\delta F}{\delta n}\right|\psi_i\right\rangle
=\varepsilon_i .
\label{janak}
\end{equation}
This is Janak's theorem. If electrons are removed from a frontier level $\varepsilon(N)$, integration from the neutral cell gives
\begin{equation}
E(N)=E(Z)-\int_N^Z\varepsilon(N')\,dN' .
\label{charging}
\end{equation}
Suppose that another convention lowers every level by a fixed $c$ and leaves the neutral energy unchanged. Then
\begin{align}
E'(N)&=E(Z)-\int_N^Z[\varepsilon(N')-c]\,dN'\nonumber\\
&=E(N)+(Z-N)c=E(N)+qc .
\end{align}
The energy shift is the accumulated level shift of the electrons removed. For negative $q$ the integral runs in the opposite direction and the formula is unchanged.

Applying \eqref{charging} to the defect cell, whose ionic charge is $Z_d$, and inserting it in \eqref{formation} gives
\begin{equation}
E_f(q)=E_f(0)+\int_{Z_d-q}^{Z_d}
[\varepsilon_V+E_F-\varepsilon_d(N')]\,dN' .
\label{levels}
\end{equation}
The potential zero enters only through the difference between a host level and a defect level. A shared constant leaves the bracket unchanged. Different constants change it by $-c_h+c_d$, and integration over $q$ electrons returns \eqref{residual}.

This route also shows what happens if the level shift depends on charge. Let it be $-(c_0+c_1q')$ when the charge is $q'=Z-N'$. Then
\begin{equation}
E'-E=\int_0^q(c_0+c_1q')\,dq'=c_0q+\tfrac12c_1q^2 .
\end{equation}
The final constant multiplied by $q$ would give $c_0q+c_1q^2$, whose quadratic term is twice too large. Conversely, if the energy is defined with the full term $q(c_0+c_1q)$, its derivative with respect to $N$ is $-(c_0+2c_1q)$. A rigid relabelling of levels and a variational change of the energy agree when the constant is fixed, but not in general.

\section{What each derivation assumes}

The electrostatic derivation needs the detailed treatment of ions and background. It supplies the constants $\bar\alpha$, $\bar\beta$ and $M/\Omega$, and its energy identities hold at a given density. They do not require fractional electron numbers or a minimised energy.

The charging derivation needs no form of the Coulomb sums, but it needs a neutral energy common to both conventions, a continuous, piecewise differentiable energy at fractional $N$, and levels that are its derivatives. At a derivative discontinuity the slope in $N$ is one-sided and the frontier level jumps, so \eqref{charging} must be integrated piece by piece. The derivation cannot supply the value of $c$; it decides which levels belong to which energy.

That pairing matters because shifting the defect energy by $qc_d$ without shifting the band edge leaves an error $qc_d$, while shifting only the band edge leaves $-qc_h$. In a bulk supercell $\bar\alpha$ tends to a constant as the cell grows, so the error persists. For a fixed molecule in an expanding box $\sum_a\alpha_a$ is fixed, and the same error falls as $1/\Omega$. A slab enlarged laterally at fixed vacuum thickness behaves like the bulk in this respect.

\section{A vacancy in a model ionic crystal}

The model has four cations and four anions in a cube of side 8 bohr, so $\Omega=512$ bohr$^3$. Each ion has $Z_a=1$ and a local pseudopotential with round parameters. The calculation uses plane waves with kinetic energy up to 6 hartree at the $\Gamma$ point and spin-unpolarised, exchange-only LDA. One anion is removed without relaxation, leaving charge $+1$. The reservoir is the neutral model atom in the same box. The absence of correlation, spin polarisation and relaxation, together with the small cell, the low cutoff and the single k-point, makes the formation energy a test of the identity and not a prediction for a material.

The integrals are $\alpha_{\rm anion}=1.13097$ and $\alpha_{\rm cation}=22.10307$ hartree bohr$^3$. Hence
\begin{align}
\bar\alpha_h&=\frac{4(1.13097+22.10307)}{512}=0.18152,\nonumber\\
\bar\alpha_d&=\frac{3(1.13097)+4(22.10307)}{512}=0.17931
\end{align}
in hartree. Going from electron to ion counting raises the charged-vacancy energy from $-1.74859$ to $-1.56929$ hartree, a shift of $\bar\alpha_d$ within rounding. The host band edge is taken here as the highest occupied level at $\Gamma$, which is not the maximum over all k-points: in the same potential the level at $\mathbf k=(\pi/8,0,0)$ bohr$^{-1}$ lies about 0.014 hartree higher. It falls from $0.16211$ to $-0.01941$ hartree, a shift of $-\bar\alpha_h$. The neutral vacancy has energy $-1.47800$ hartree in all three conventions. With cubic symmetry its frontier level is threefold degenerate. This energy and the levels quoted below for $N=6.5$ place the added charge in a single orbital; equal occupation of the three gives $-1.47738$ hartree. Its added electron is not concentrated at the vacant site in this small model, so the neutral cell serves as a reference for the identity and not as an example of an electron trapped at a vacancy.

In electron counting, with $E_F=0$, the raw formation energy in hartree is
\begin{equation}
-1.7486+1.8540-0.3509+0.1621=-0.0834 .
\end{equation}
The terms are the defect energy, minus the host energy, the energy of the removed atom and the band edge. The effect of alignment is as follows.

\begin{center}
\begin{tabular}{lrrr}
Convention & Raw $E_f$ & $q\Delta v$ & Aligned $E_f$\\
Electron & $-0.08339$ & $-0.00626$ & $-0.08965$\\
Ion & $-0.08560$ & $-0.00405$ & $-0.08965$\\
Smeared & $-0.08781$ & $-0.00184$ & $-0.08965$
\end{tabular}
\end{center}

The entries are in hartree; the common aligned value is $-2.44$ eV. Neither its size nor its sign is converged. Raising the cutoff to 15 hartree changes it only to $-2.43$ eV, but a shifted $2\times2\times2$ k-point mesh, with the band edge still taken at $\Gamma$, gives about $+1.5$ eV, so the negative sign comes from the single k-point. The raw electron and ion values differ by $-1.13097/512=-0.00221$ hartree, or $-0.060$ eV, as \eqref{removed} requires. For smeared ions with $s=0.6$ bohr the difference from electron counting is $-2\pi s^2/\Omega=-0.00442$ hartree. Agreement after alignment does not show that the cell is large enough: $\Delta v$ was taken from the electrostatic part of the potential alone, at one cation site only $4\sqrt3\approx6.9$ bohr from the vacancy. Other distant points give aligned values between about $-2.3$ and $-2.6$ eV, and including the exchange potential at the same site gives $-1.39$ eV. The agreement between conventions does not depend on this choice.

Combining the ion-counted defect energy with the electron-counted band edge gives $+0.0959$ hartree. Relative to the raw electron-counted value the error is $\bar\alpha_d=0.1793$ hartree, or 4.88 eV. It exceeds the host gap at $\Gamma$, which is 0.102 hartree with $\Gamma$ sampling and 0.113 hartree on the $2\times2\times2$ mesh. The indirect gap in the $\Gamma$-sampled potential is smaller still, at most 0.048 hartree.

Janak's theorem was tested at $N=6.5$ by finite differences. The energy slope and frontier level are both 0.2703 hartree in electron counting and both 0.0910 hartree in ion counting. Each energy therefore has its own matching level.

The PAW identity was tested separately with compact and smooth Gaussian charges plus a non-uniform electron density, not with a full PAW calculation. For $q=1.5$ and $M=6.78584$ hartree bohr$^3$, equation \eqref{paw} predicts $1.5\times6.78584/512=0.019880$ hartree, equal to the directly computed difference to the digits shown.

A density-dependent constant was also included in the self-consistent vacancy calculation. Doubling its strength changed the remainder $R$ from $-3.17\times10^{-6}$ to $-1.267\times10^{-5}$ hartree. The ratio of 4.00 confirms the second-order behaviour for this model. The full values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Cell side: 8.0 bohr
Cell volume: 512.0 bohr^3
Plane-wave cutoff: 6.0 hartree
Number of plane waves: 365
anion: Z=1.0 e, erf radius=0.6 bohr, repulsion=0.0 hartree, its radius=1.0 bohr
alpha of anion: 1.130973 hartree bohr^3
cation: Z=1.0 e, erf radius=1.5 bohr, repulsion=0.8 hartree, its radius=1.5 bohr
alpha of cation: 22.103069 hartree bohr^3
Smeared-ion width s: 0.6 bohr
Mean alpha constant, host: 0.181516 hartree
Mean alpha constant, vacancy cell: 0.179307 hartree
Smeared-ion constant, host: 0.035343 hartree
Smeared-ion constant, vacancy cell: 0.030925 hartree
Host gap at Gamma: 0.101810 hartree
Neutral host energy: -1.854042 hartree
Neutral reservoir-atom energy: -0.350942 hartree
[electron] vacancy +1 energy: -1.748594 hartree
[electron] vacancy neutral energy: -1.477999 hartree
[electron] host band edge: 0.162107 hartree
[electron] dE/dN at N=6.5: 0.270300 hartree
[electron] level at N=6.5: 0.270299 hartree
[electron] far-potential offset: -0.006261 hartree
[electron] raw formation energy: -0.083388 hartree
[electron] aligned formation energy: -0.089649 hartree
[ion] vacancy +1 energy: -1.569287 hartree
[ion] vacancy neutral energy: -1.477999 hartree
[ion] host band edge: -0.019409 hartree
[ion] dE/dN at N=6.5: 0.090993 hartree
[ion] level at N=6.5: 0.090992 hartree
[ion] far-potential offset: -0.004052 hartree
[ion] raw formation energy: -0.085597 hartree
[ion] aligned formation energy: -0.089649 hartree
[smooth] vacancy +1 energy: -1.717669 hartree
[smooth] vacancy neutral energy: -1.477999 hartree
[smooth] host band edge: 0.126764 hartree
[smooth] dE/dN at N=6.5: 0.239375 hartree
[smooth] level at N=6.5: 0.239374 hartree
[smooth] far-potential offset: -0.001843 hartree
[smooth] raw formation energy: -0.087806 hartree
[smooth] aligned formation energy: -0.089649 hartree
Aligned formation energy: -2.4395 eV
Raw ion-minus-electron difference: -0.0601 eV
Mixed: ion energy, electron band edge: 0.095919 hartree
Mixed-minus-raw electron error: 4.8792 eV
PAW test charge q: 1.50 e
PAW potential integral M: 6.785840 hartree bohr^3
PAW energy shift, direct: 0.01988039 hartree
PAW energy shift, qM/Omega: 0.01988039 hartree
Density-dependent constant K at q=+1: 0.007133 hartree
Second-order remainder, half strength: -0.000003169 hartree
Second-order remainder, full strength: -0.000012673 hartree
Density-dependent case dE/dN: 0.263184 hartree
Density-dependent case level: 0.263183 hartree
\end{verbatim}
